\section*{The Krein–Friedel Relation on a Chain with One Impurity}

\section{A local loss and a global gain}

Put a repulsive impurity of strength $U=1.5\,J$ on one site of an infinite tight-binding chain with hopping amplitude $J$, and look at the energy $E=-1.2\,J$, inside the band. The density of states on the impurity site falls by $0.0931/J$. The density of states of the whole chain, impurity site included, rises by $0.0744/J$. The second number can be found without looking at any site: it follows from how the phase of the determinant of the scattering matrix changes with energy,
\begin{equation}
\Delta\rho(E)=\frac{1}{2\pi i}\,\frac{d}{dE}\ln\det S(E).
\label{eq:kf}
\end{equation}
This section derives this Krein--Friedel relation for any static scatterer of finite extent on the chain, and then uses the single impurity to explain the two numbers.

Energies are measured in units of $J$ and lengths in lattice spacings, with $\hbar=1$; the unit $J$ is restored beside numbers. The electrons do not interact, and densities are per spin. The Hamiltonian is $H=H_0+V$, with
\begin{equation}
(H_0\psi)_n=-\psi_{n+1}-\psi_{n-1},
\end{equation}
and $V$ is Hermitian, independent of energy, and nonzero on a finite set of sites. The free waves and their velocity are
\begin{equation}
\phi_\pm(n)=e^{\pm ikn},\quad E=-2\cos k,\quad
v=\frac{dE}{dk}=2\sin k=\sqrt{4-E^2},
\label{eq:band}
\end{equation}
with $0<k<\pi$, so that $\phi_+$ moves to the right.

\section{The density of states as a phase}

For a finite system, $\rho(E)=\sum_j\delta(E-E_j)$. Since $-\frac1\pi\,\mathrm{Im}\,(E+i\eta-E_j)^{-1}$ tends to $\delta(E-E_j)$ as $\eta\to0^+$, this density is $-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}\,G(E+i\eta)$ with $G(z)=(z-H)^{-1}$. On the infinite chain $\rho$ itself diverges, but the change made by the scatterer has a meaning:
\begin{equation}
\Delta\rho(E)=-\frac1\pi\lim_{\eta\to0^+}\mathrm{Im}\,
\mathrm{Tr}\,[G(E+i\eta)-G_0(E+i\eta)],
\label{eq:def}
\end{equation}
where $G_0=(z-H_0)^{-1}$. The chain is made infinite first, and $\eta$ goes to zero afterwards. This order will matter when the change is resolved site by site.

To evaluate the trace, factor
\begin{equation}
z-H=(1-VG_0)(z-H_0)\quad\Rightarrow\quad G=G_0(1-VG_0)^{-1}.
\label{eq:factor}
\end{equation}
Define $T=(1-VG_0)^{-1}V$. The identity $(1-X)^{-1}=1+(1-X)^{-1}X$ with $X=VG_0$ gives
\begin{equation}
(1-VG_0)^{-1}=1+TG_0,\qquad G-G_0=G_0TG_0 .
\label{eq:T}
\end{equation}
$T$ acts on the sites of $V$ alone, because $(1-VG_0)V=V(1-G_0V)$ implies $T=V(1-G_0V)^{-1}$, so that $V$ can be placed at either end. The trace is therefore finite for $\eta>0$ and can be permuted cyclically:
\begin{equation}
\mathrm{Tr}(G-G_0)=\mathrm{Tr}\,(TG_0^2)
=\mathrm{Tr}\,[(1-VG_0)^{-1}VG_0^2].
\label{eq:tr1}
\end{equation}
Now use $d\ln\det M=\mathrm{Tr}(M^{-1}dM)$ with $M=1-VG_0$. Because $dG_0/dz=-G_0^2$ and $V$ does not depend on $z$, $dM/dz=VG_0^2$, and
\begin{equation}
\frac{d}{dz}\ln\det(1-VG_0)=\mathrm{Tr}\,[(1-VG_0)^{-1}VG_0^2]
=\mathrm{Tr}(G-G_0).
\label{eq:logdet}
\end{equation}
The determinant is a finite one. Outside the sites of $V$ the rows of $1-VG_0$ are those of the unit matrix, so the determinant equals that of the block on the sites of $V$.

Let $G_0^{\pm}=G_0(E\pm i0)$ and $D(E)=\det(1-VG_0^+)$. Equations \eqref{eq:def} and \eqref{eq:logdet} give
\begin{equation}
\Delta\rho(E)=-\frac1\pi\,\frac{d}{dE}\arg D(E).
\label{eq:argD}
\end{equation}
The limit $\eta\to0$ may be taken inside the derivative because the elements of $G_0$, found next, are smooth in $E$ within the band. Two kinds of energy are excluded: the band edges, where $v=0$, and energies with $D=0$, where the phase is undefined.

If $V$ did depend on energy, as an effective potential may, $dM/dz$ would contain the further term $-V'G_0$. The left side of \eqref{eq:logdet} would then be $\mathrm{Tr}(G-G_0)-\mathrm{Tr}(V'G)$, by \eqref{eq:factor} and cyclicity, and \eqref{eq:kf} would need a correction.

\section{The scattering matrix}

The free Green function depends on $n-m$. Its elements $g_n$ obey $Eg_n+g_{n+1}+g_{n-1}=\delta_{n0}$. Insert $g_n=Ce^{ik|n|}$. For $n\neq0$ the equation reads $E+2\cos k=0$, which holds. At $n=0$ it reads $C(-2\cos k+2e^{ik})=2iC\sin k=1$. Hence
\begin{equation}
G_0^+(n,m)=\frac{e^{ik|n-m|}}{iv},\qquad
G_0^-(n,m)=-\frac{e^{-ik|n-m|}}{iv}.
\label{eq:G0}
\end{equation}
The sign of the exponent is fixed by $E\to E+i\eta$, which changes $k$ to $k+i\eta/v$ and makes $G_0^+$ decay with distance. The diagonal element gives the free density per site, $-\frac1\pi\mathrm{Im}\frac{1}{iv}=\frac{1}{\pi v}$.

A scattering state consists of an incoming free wave $\phi_\sigma$, $\sigma=\pm$, and outgoing waves. It satisfies $\psi=\phi_\sigma+G_0^+V\psi$. Solving for $\psi$ gives $V\psi=V(1-G_0^+V)^{-1}\phi_\sigma=T\phi_\sigma$, so
\begin{equation}
\psi=\phi_\sigma+G_0^+T\phi_\sigma .
\end{equation}
To the right of the scatterer $|n-m|=n-m$, and
\begin{equation}
\psi_n=\phi_\sigma(n)+\frac{e^{ikn}}{iv}\sum_m e^{-ikm}(T\phi_\sigma)_m .
\end{equation}
The sum is $\phi_+^\dagger T\phi_\sigma$. To the left, $|n-m|=m-n$, and the outgoing wave $e^{-ikn}$ is multiplied by $\phi_-^\dagger T\phi_\sigma/(iv)$. Let $W$ be the matrix whose two columns are $\phi_+$ and $\phi_-$ on the sites of $V$. The amplitudes of the outgoing waves then form
\begin{equation}
S=1-\frac{i}{v}\,W^\dagger TW .
\label{eq:S}
\end{equation}
All waves have the same speed, so no flux factors are needed. The convention contained in \eqref{eq:S} is that $S=1$ when $V=0$: outgoing waves are compared with free waves that have the same origin.

\section{From $\det S$ to the density of states}

The link between \eqref{eq:S} and $D$ is the matrix $WW^\dagger$, whose elements are $e^{ik(n-m)}+e^{-ik(n-m)}=2\cos k(n-m)$. By \eqref{eq:G0}, $G_0^+-G_0^-$ has the elements $2\cos k(n-m)/(iv)$. Since $1/i=-i$,
\begin{equation}
-\frac{i}{v}\,WW^\dagger=G_0^+-G_0^- .
\label{eq:WW}
\end{equation}
The two travelling waves contain all that distinguishes the outgoing from the incoming Green function at this energy.

For rectangular matrices $\det(1+AB)=\det(1+BA)$. Take $A=-(i/v)W^\dagger$ and $B=TW$:
\begin{equation}
\det S=\det\Big(1-\frac{i}{v}TWW^\dagger\Big)
=\det\big[1+T(G_0^+-G_0^-)\big].
\end{equation}
Here $T$ is built with $G_0^+$. By \eqref{eq:T}, $1+TG_0^+=(1-VG_0^+)^{-1}$, while $TG_0^-=(1-VG_0^+)^{-1}VG_0^-$ by definition. Subtracting,
\begin{equation}
\det S=\det\big[(1-VG_0^+)^{-1}(1-VG_0^-)\big]
=\frac{\det(1-VG_0^-)}{\det(1-VG_0^+)} .
\label{eq:ratio}
\end{equation}
The numerator is $D^*$: taking the adjoint, $D^*=\det(1-G_0^-V)$, because $V$ is Hermitian and $(G_0^+)^\dagger=G_0^-$, and this equals $\det(1-VG_0^-)$ by the same determinant rule. Thus
\begin{equation}
\det S=\frac{D^*}{D}=e^{-2i\arg D},\qquad
\frac{1}{2\pi i}\frac{d}{dE}\ln\det S=-\frac1\pi\frac{d}{dE}\arg D .
\label{eq:final}
\end{equation}
The right side is \eqref{eq:argD}, which proves \eqref{eq:kf}. The choice of branch of the logarithm adds a constant and drops out. A Hermitian $V$ conserves the probability current, and all waves have the same speed, so the outgoing amplitudes have the same total squared modulus as the incoming ones for every incoming combination. Hence $S$ is unitary, $S^{-1}=S^\dagger$, and the relation can also be written $\Delta\rho=\mathrm{Tr}(S^\dagger dS/dE)/(2\pi i)$.

The origin of the waves matters. Suppose that amplitudes are read at the planes $n=\pm d$. An incoming wave of unit amplitude at its entrance plane has amplitude $e^{ikd}$ when referred to the origin, and the outgoing wave gains another $e^{ikd}$ on its way to the exit plane. Hence $S$ becomes $e^{2ikd}S$ and its determinant gains $e^{4ikd}$. Since $dk/dE=1/v$, the right side of \eqref{eq:kf} increases by
\begin{equation}
\frac{1}{2\pi i}\,\frac{4id}{v}=2d\,\frac{1}{\pi v},
\end{equation}
the free density of $2d$ sites. For $d=5$ at $E=-1.2\,J$ this is $10\times0.19894=1.9894$ per $J$, and $\det S$ yields $2.0639/J$ in place of $0.0744/J$.

\section{One impurity}

Let $V$ be the energy $U$ on site $0$. All matrices on the sites of $V$ are then numbers:
\begin{equation}
D=1-\frac{U}{iv}=1+\frac{iU}{v},\qquad
T=\frac{U}{D}=\frac{Uv}{v+iU}\equiv\tau .
\label{eq:tau}
\end{equation}
Every element of $W^\dagger TW$ equals $\tau$. The transmission and reflection amplitudes from \eqref{eq:S} are
\begin{equation}
t=1-\frac{i\tau}{v}=\frac{v}{v+iU},\qquad
r=-\frac{i\tau}{v}=\frac{-iU}{v+iU}.
\end{equation}
$S$ has $t$ on the diagonal and $r$ off it, so $\det S=t^2-r^2=(t-r)(t+r)$. The first factor is $1$, and
\begin{equation}
\det S=\frac{v-iU}{v+iU}=e^{-2i\arctan(U/v)} .
\label{eq:det1}
\end{equation}
Differentiating the phase,
\begin{equation}
\Delta\rho=-\frac1\pi\,\frac{1}{1+U^2/v^2}\Big(-\frac{U}{v^2}\Big)\frac{dv}{dE}
=\frac{U}{\pi(v^2+U^2)}\frac{dv}{dE}.
\end{equation}
From $v^2=4-E^2$ one has $dv/dE=-E/v$, and therefore
\begin{equation}
\Delta\rho(E)=-\frac{UE}{\pi v\,(v^2+U^2)} .
\label{eq:rho1}
\end{equation}

For $U=1.5$ and $E=-1.2$, $v=\sqrt{4-1.44}=1.6$ and $v^2+U^2=2.56+2.25=4.81$. Then
\begin{align}
t&=\frac{2.56-2.40\,i}{4.81}=0.532-0.499\,i,\\
r&=\frac{-2.25-2.40\,i}{4.81}=-0.468-0.499\,i,\\
\Delta\rho&=\frac{1.5\times1.2}{\pi\times1.6\times4.81}=0.0744 .
\end{align}
The phase of $\det S$ is $-2\arctan(1.5/1.6)=-1.506$ rad.

Two limits show what \eqref{eq:rho1} contains. For $|U|\ll v$ it becomes $-UE/(\pi v^3)=-U\,\frac{d}{dE}\frac{1}{\pi v}$. This is first-order perturbation theory: each level moves by $U$ times its weight on site $0$, and the density changes by minus the derivative of that flow. The expansion fails near the band edges, where $v$ is no longer large compared with $|U|$. For $|U|\to\infty$ at fixed $E$, $\Delta\rho\to0$ although the impurity reflects everything. The phase of $\det S$ then tends to $\mp\pi$, independent of energy. Strong scattering by itself does not change the total density inside the band; an energy-dependent phase does. The local density is another matter, as the next section shows.

\section{Where the states are}

By \eqref{eq:T} and \eqref{eq:G0}, the diagonal element of $G-G_0$ at site $n$ is $\tau e^{2ik|n|}/(iv)^2$. Since $(iv)^2=-v^2$, the local change is
\begin{equation}
\Delta\rho_n=\frac{1}{\pi v^2}\,\mathrm{Im}\big[\tau e^{2ik|n|}\big].
\label{eq:local}
\end{equation}
At $n=0$, $\mathrm{Im}\,\tau=-U^2v/(v^2+U^2)$, so
\begin{equation}
\Delta\rho_0=-\frac{1}{\pi v}\,\frac{U^2}{v^2+U^2}=-\frac{|r|^2}{\pi v}.
\end{equation}
The site loses the fraction $|r|^2$ of its free density, for either sign of $U$: $0.19894\times0.46778=0.0931$ per $J$ in the example. Away from the impurity, incident and reflected waves interfere, and \eqref{eq:local} oscillates without decay.

The sum over sites consequently needs the order of limits in \eqref{eq:def}. Let $z=e^{2ik}$. With $\eta>0$, $|z|<1$ and the geometric series converges:
\begin{equation}
\sum_n z^{|n|}=\frac{1+z}{1-z}
=\frac{e^{-ik}+e^{ik}}{e^{-ik}-e^{ik}}\;\longrightarrow\; i\cot k\quad(\eta\to0).
\end{equation}
As $\mathrm{Im}(i\tau\cot k)=\mathrm{Re}\,\tau\,\cot k$, with $\mathrm{Re}\,\tau=Uv^2/(v^2+U^2)$ and $\cot k=-E/v$, the total is again \eqref{eq:rho1}.

A sharp cut at $|n|\le L$ gives $(1+z-2z^{L+1})/(1-z)$ instead. With $1-z=-2i\sin k\,e^{ik}$ and $\sin k=v/2$, the extra term is $-(2i/v)e^{ik(2L+1)}$, and
\begin{equation}
\sum_{|n|\le L}\Delta\rho_n=\Delta\rho-\frac{2}{\pi v^3}\,
\mathrm{Re}\big[\tau e^{ik(2L+1)}\big].
\label{eq:partial}
\end{equation}
The last term has the amplitude $2|U|/(\pi v^2\sqrt{v^2+U^2})=0.170$ per $J$, more than twice $\Delta\rho$. The sums for $L=0,1,2,3$ are $-0.093$, $0.150$, $0.200$ and $-0.071$ per $J$; those for $L=1000$ and $1001$ are $0.017$ and $0.244$. Since $|r|=|\tau|/v$, the amplitude equals $2|r|/(\pi v^2)$: the oscillation comes from the reflected wave, and for a scatterer of several sites it is absent at an energy where nothing is reflected. The single impurity reflects at every energy in the band, so here no sharply cut region, however large, settles to the Krein--Friedel value at a sharp energy. That value is the average of the sums over many $L$, and a gradual cutoff over many periods of the oscillation recovers it: a Gaussian one of width 2000 sites gives $0.074449/J$, the value from $\det S$ to all printed digits. The gain in the opening example thus belongs to the standing-wave pattern around the impurity, while the impurity site itself loses density.

\section{Counting levels}

A finite chain gives the same result with no scattering theory. Let the sites run from $-(M-1)$ to $M-1$, with $\psi_{\pm M}=0$. Odd states vanish at the impurity and do not move. Even states in the band are $\psi_n=\sin k(M-|n|)$, and the equation at site $0$, $E\psi_0=-2\psi_1+U\psi_0$, reads
\begin{equation}
(-2\cos k-U)\sin kM=-2(\sin kM\cos k-\cos kM\sin k).
\end{equation}
The terms with $\cos k$ cancel, leaving $\cot kM=-U/v$, or
\begin{equation}
kM=\pi\big(j+\tfrac12\big)+\arctan\frac Uv,\qquad j=0,1,2,\ldots
\label{eq:quant}
\end{equation}
As $U$ is turned on from zero each level that stays in the band moves continuously and keeps its number $j$. In a long chain one even level, the highest for $U>0$ or the lowest for $U<0$, leaves the band and becomes the bound state found below. Solved for $j$ at fixed $E$, \eqref{eq:quant} gives the change in the smoothly interpolated number of levels below $E$:
\begin{equation}
\Delta N(E)=-\frac1\pi\arctan\frac{U}{v}.
\label{eq:N}
\end{equation}
Its derivative is \eqref{eq:rho1}, and by \eqref{eq:det1} it is $\ln\det S/(2\pi i)$ on the branch with $|\arctan|<\pi/2$.

For $M=1001$, a chain of 2001 sites, the even level $j=295$ lies at $-1.1998112\,J$ without the impurity and at $-1.1986074\,J$ with it. The next free even level is at $-1.1947833\,J$. The level has moved by $0.0012038/0.0050279=0.2394$ of the spacing, against $-\Delta N=0.2397$ from \eqref{eq:N} at $E=-1.2\,J$. The difference of $0.0003$ has two parts, each of order $1/M$. The phase in \eqref{eq:quant} belongs to the shifted level, $0.0014\,J$ above $-1.2\,J$, where $x=-\Delta N$ is smaller by $0.0744\times0.0014=0.0001$. Also $E(k)$ is curved: with the spacing $\delta=\pi/M$ in $k$ and $\frac12\,d^2E/dk^2=\cos k=0.6$, the ratio of energies is $(vx\delta+x^2\delta^2\cos k)/(v\delta+\delta^2\cos k)\approx x[1-(1-x)\,\delta\cos k/v]$, which lowers it by a further $0.0002$.

The density changes below come from $\det S$; interpolated levels of the diagonalized chain give the same digits. The last column is from the levels.

\begin{center}
\begin{tabular}{rrr}
$E/J$ & $J\Delta\rho$ & $\Delta N$\\ \hline
$-1.6$ & $0.1725$ & $-0.2852$\\
$-0.4$ & $0.0160$ & $-0.2080$\\
$0.0$ & $0.0000$ & $-0.2048$\\
$0.8$ & $-0.0371$ & $-0.2183$\\
$1.6$ & $-0.1725$ & $-0.2852$
\end{tabular}
\end{center}

The table explains why a repulsive impurity can raise the density. It pushes levels up, so $\Delta N<0$ throughout the band. The push, as a fraction of the spacing, is strongest for slow waves near the edges. In the lower half of the band it weakens with increasing $E$, the deficit shrinks, and $\Delta\rho>0$.

\section{Band edges and the bound state}

An impurity adds no site, so the total change in the number of states is zero. Equation \eqref{eq:rho1} is odd in $E$ and integrates to zero over the band, yet there is also a bound state. For $U>0$ insert $\psi_n=(-1)^ne^{-\kappa|n|}$ with $E=2\cosh\kappa$. Site $0$ requires $2\cosh\kappa=2e^{-\kappa}+U$, hence $2\sinh\kappa=U$ and
\begin{equation}
E_b=\sqrt{4+U^2}=2.5\,J .
\end{equation}
For $U<0$, $\psi_n=e^{-\kappa|n|}$ gives $E_b=-\sqrt{4+U^2}$ in the same way.

The missing weight sits at the band edges. Take $U>0$. Below the band $\Delta N=0$, but \eqref{eq:N} tends to $-\frac12$ as $v\to0$; at $E=-1.9999\,J$ the chain levels give $-0.496$. So $\Delta\rho$ contains $-\frac12\delta(E+2)$. Just below the upper edge $\Delta N$ is again near $-\frac12$. Above the edge it must be $-1$, so that the bound state can bring it back to zero, which requires $-\frac12\delta(E-2)$. For $U<0$ the bound state lies below the band, $\Delta N$ goes from $1$ to $\frac12$ at the lower edge and from $\frac12$ to $0$ at the upper, and the weights are the same. These terms lie outside \eqref{eq:kf}, which holds within the band.

Energy moments test the whole balance. Since $H_0$ has no diagonal elements, $\mathrm{Tr}(H-H_0)=U$ and $\mathrm{Tr}(H^2-H_0^2)=2\,\mathrm{Tr}(H_0V)+\mathrm{Tr}\,V^2=U^2$. Adding the contributions of band, edges and bound state in that order gives
\begin{align}
-1.00+0+2.50&=1.50=U,\\
0-4.00+6.25&=2.25=U^2 .
\end{align}

The general derivation used neither symmetry nor a single site. For an asymmetric three-site scatterer with one altered bond, namely on-site energies $1.6$, $-1.7$ and $0.6\,J$ on sites $-1,0,1$ and the matrix element $-0.6\,J$ in place of $-J$ between sites $0$ and $1$, $\det S$ and the softly cut site sum both give $\Delta\rho=-0.185778/J$ at $E=-1.2\,J$. There $S$ was found by matching waves, without $T$ or $G_0$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
impurity energy U = 1.5 J, energy E = -1.2 J
wave number k = 0.92730 rad per site, velocity v = 1.6000 J
t = 0.53222 -0.49896 i
r = -0.46778 -0.49896 i
transmission = 0.53222, reflection = 0.46778
det S = 0.06445 -0.99792 i, phase = -1.50630 rad
density change from det S      = 0.074449 1/J
density change from levels     = 0.074449 1/J
density change from soft sum   = 0.074449 1/J
density change, closed formula = 0.074449 1/J
free density per site = 0.198944 1/J
density change on impurity site = -0.093061 1/J
sum over sites -0..0: -0.093061 1/J
sum over sites -1..1: 0.149642 1/J
sum over sites -2..2: 0.199850 1/J
sum over sites -3..3: -0.070969 1/J
sum over sites -4..4: 0.030481 1/J
sum over sites -5..5: 0.244489 1/J
sum over sites -1000..1000: 0.016786 1/J
sum over sites -1001..1001: 0.244203 1/J
sum over sites -1002..1002: 0.037049 1/J
oscillation amplitude of partial sums = 0.170082 1/J
planes at +-5 sites: density from det S = 2.063886 1/J, extra = 1.989437 1/J
finite chain: 2001 sites, even level number j = 295
free level = -1.1998112 J, next free even = -1.1947833 J
same level with impurity = -1.1986074 J
shift / even-level spacing = 0.23942
E (J) | from det S (1/J) | from levels (1/J) | change of level number
 -1.6 |   0.172526 |   0.172526 |  -0.28522
 -1.2 |   0.074449 |   0.074449 |  -0.23974
 -0.4 |   0.016004 |   0.016004 |  -0.20796
  0.0 |  -0.000000 |  -0.000000 |  -0.20483
  0.8 |  -0.037145 |  -0.037145 |  -0.21830
  1.6 |  -0.172526 |  -0.172526 |  -0.28522
change of level number at E = -1.9999 J: -0.49576
bound state energy = 2.500000 J
single impurity, moment m (J^m): band | edges | bound | total | trace
m=0: -0.00000 | -1.00000 | 1.00000 | -0.00000 | 0.00000
m=1: -1.00000 | 0.00000 | 2.50000 | 1.50000 | 1.50000
m=2: -0.00000 | -4.00000 | 6.25000 | 2.25000 | 2.25000
m=3: -3.25000 | 0.00000 | 15.62500 | 12.37500 | 12.37500
m=4: -0.00000 | -16.00000 | 39.06250 | 23.06250 | 23.06250
three-site scatterer: on-site 1.6, -1.7, 0.6 J; bond 0-1 = -0.6 J
its bound states: -2.18733, 2.39919 J
its density change at E = -1.2 J: det S -0.185778, soft sum -0.185778 1/J
\end{verbatim}
